\section*{Size-Consistency Error of the Seidl--Perdew--Levy Interpolation for Unlike Fragments, part 2}

How far does the Seidl--Perdew--Levy (SPL) correlation energy of two infinitely separated fragments $A$, $B$ differ from the fragment sum? Hartree atomic units are used. For density $n$ and Hartree energy $U$, $W_\lambda=\langle V_{ee}\rangle_\lambda-U$ is the adiabatic-connection integrand, with $W_0=E_x$, $W_0'=2E_c^{\rm GL2}$ (second-order G\"orling--Levy energy) and $W_\infty=V_{\rm SCE}-U$. $V_{\rm SCE}$ ($V_A$, $V_B$ for the fragments) is the minimum of $\langle V_{ee}\rangle$ over plans, the symmetric probability distributions with density $n$. Put $\Delta=W_0-W_\infty$, $D=-W_0'$, $X=D/\Delta$, $s=\sqrt{1+2X}$. SPL reads
\begin{equation}
W_\lambda^{\rm SPL}=W_\infty+\frac{\Delta}{\sqrt{1+2X\lambda}},\qquad
E_c^{\rm SPL}=\Delta\,g(X),\qquad g(X)=\frac{2}{1+\sqrt{1+2X}}-1 .
\label{spl}
\end{equation}
The result to be derived, if $\Delta$ and $D$ add, is
\begin{equation}
\delta\equiv E_c^{\rm SPL}(AB)-E_c^{\rm SPL}(A)-E_c^{\rm SPL}(B)=-\tfrac12\,m\,\overline{g''}\,(X_A-X_B)^2\le0,
\label{main}
\end{equation}
with $m=\Delta_A\Delta_B/(\Delta_A+\Delta_B)$ and $\overline{g''}>0$ between $g''(X_A)$ and $g''(X_B)$. ``Unlike'' means $X_A\ne X_B$.

For $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$,
\begin{equation}
W_\lambda[n_\gamma]=\gamma W_{\lambda/\gamma}[n],\qquad \Delta\to\gamma\Delta,\quad D\to D,\quad X\to X/\gamma .
\label{scal}
\end{equation}
The general interpolation from the same data is
\begin{equation}
W_\lambda=W_\infty+\Delta\,\phi(X\lambda),\qquad \phi(0)=1,\quad\phi'(0)=-1,\quad\phi(\infty)=0,
\label{gen}
\end{equation}
and SPL has $\phi(z)=(1+2z)^{-1/2}$.

Orbital integrals are $(pq|rs)=\iint\phi_p\phi_q(1)\,r_{12}^{-1}\phi_r\phi_s(2)$, $\epsilon_p$ are orbital energies and $v_H$ is the Hartree potential.

The sphere example has two singlet electrons on a sphere of radius $R$, with $\Delta=1/2R$ and $D=0.454823$ Ha for any $R$. For $R=1$ bohr, $X=0.90965$, $E_c=-0.147219$ Ha exactly and $-0.126737$ Ha in SPL; for $R=5$ bohr, $X=4.54823$, $-0.060529$ and $-0.052124$ Ha. The tabulated $W'_\infty$ is the coefficient in $W_\lambda\simeq W_\infty+W'_\infty/\sqrt\lambda$ at large $\lambda$.

\section{Additivity of the data}

Take $n=n_A+n_B$ at separation $R\to\infty$, with non-degenerate fragments of integer electron number and $U=U_A+U_B+U_{AB}$. With negligible overlap the Kohn--Sham orbitals are those of the fragments, and the potential in each region is fixed up to a constant.

\emph{Exchange.} $E_x=-\sum_{ij}(ij|ji)$ for closed shells. A cross term contains the product $\phi_i^A\phi_j^B$ and vanishes with the overlap.

\emph{Slope.} Excitations that move an electron between fragments also contain such products. In single excitations on $A$, the mean repulsion from $B$ cancels against $B$'s part of $v_H$. What remains are doubles with $i\to a$ on $A$ and $j\to b$ on $B$; the constants cancel in $\epsilon_a-\epsilon_i$ and $\epsilon_b-\epsilon_j$. The transition densities carry no charge, so $(ia|jb)$ is at leading order a dipole--dipole energy $\propto R^{-3}$, and the remainder is negative and $\propto R^{-6}$. With the full four-electron integrals of Li$^+\cdots$B$^{3+}$ ($7s3p$) it is $-1.0713\times10^{-8}$ Ha at 10 bohr and $-1.6740\times10^{-10}$ Ha at 20 bohr, an exponent of $6.000$; exchange is additive within the tolerance of the test.

\emph{Strong limit.} The symmetrized product of the two optimal plans has density $n$ and repulsion $V_A+V_B+U_{AB}$, which proves $W_\infty(AB)\le W_\infty(A)+W_\infty(B)$. For the converse, assume that the optimal plan always keeps $N_A$ electrons on $A$. Its intrafragment parts are then at least $V_A$ and $V_B$. For fragments confined to balls of total radius $d$ its interfragment part is at least $N_AN_B/(R+d)$, while $U_{AB}\le N_AN_B/(R-d)$; the difference vanishes as $R\to\infty$. The assumption of fixed numbers is not proved here for three-dimensional Coulomb systems, and it does not hold for every density. For three electrons distributed with mass $\tfrac12$ on each of the six coplanar points $(\pm0.7,0)$, $(0,\pm0.714)$, $(\pm1.7,0)$ bohr, two distant copies lower their repulsion by letting the numbers fluctuate, and $W_\infty(AB)-2W_\infty(A)\to-0.038$ Ha instead of zero. Additivity of $W_\infty$ is therefore a condition on the fragments, not a general property.

It can be examined in one dimension with $w(x)=1/(1+|x|)$ and two Gaussian two-electron fragments of widths $1.0$ and $1.5$ bohr. The candidate plan puts the four electrons where the cumulant equals $t,t+1,t+2,t+3$, with $t$ uniform on $[0,1]$; it keeps two on each fragment, in their own cyclic arrangement. At $R=30$ bohr a linear program over all configurations of 20 equal-mass points, number fluctuations included, has the minimum $0.8272511$ Ha, the value of this map. For positions $a_i$ and $R+b_j$,
\begin{equation}
w(R+b_j-a_i)=w+w'\,(b_j-a_i)+\tfrac12w''\,(b_j^2-2a_ib_j+a_i^2)+\dots
\end{equation}
Terms with one coordinate have averages fixed by the density and cancel against $U_{AB}$. The cross term sums to $-w''P_AP_B$ with $P_A=\sum_ia_i$, $P_B=\sum_jb_j$, and its average factorizes in $U_{AB}$. The remainder is $-w''(R)\,{\rm Cov}(P_A,P_B)$ with $w''=2/(1+R)^3$. Third-order cross terms such as $P_B\sum a_i^2$ are odd under $t\to1-t$ for symmetric densities, so the next correction is of relative order $R^{-2}$. With ${\rm Cov}=2.02467$ bohr$^2$ the prediction at $R=30$ is $-1.3593\times10^{-4}$ Ha against the computed $-1.3869\times10^{-4}$, and at $R=60$ it is $-1.7840\times10^{-5}$ against $-1.7932\times10^{-5}$; the deviations, $2.0\%$ and $0.5\%$ of the prediction, fall by the expected factor of four.

\section{The size-consistency defect}

With $\Delta=\Delta_A+\Delta_B$ and $D=D_A+D_B=\Delta_AX_A+\Delta_BX_B$, the composite has
\begin{equation}
\bar X\equiv X_{AB}=\frac{\Delta_AX_A+\Delta_BX_B}{\Delta},\qquad \delta=\Delta\,g(\bar X)-\Delta_A\,g(X_A)-\Delta_B\,g(X_B).
\end{equation}
If $X_A=X_B$ then $\bar X$ equals both and $\delta=0$ whatever $\Delta_A$ and $\Delta_B$; identical copies are a special case. Otherwise the curvature of $g$ decides. Differentiating $g=\int_0^1(1+2X\lambda)^{-1/2}d\lambda-1$ twice brings down $(-\tfrac12)(-\tfrac32)(2\lambda)^2=3\lambda^2$:
\begin{equation}
g''(X)=3\int_0^1\frac{\lambda^2\,d\lambda}{(1+2X\lambda)^{5/2}} ,
\end{equation}
which is positive and decreasing in $X$, with $g''(0)=1$. In closed form, $ds/dX=1/s$ gives $g'=-2/[s(1+s)^2]$, and $d[s(1+s)^2]/ds=(1+s)(1+3s)$ gives
\begin{equation}
g''=\frac{2(1+s)(1+3s)}{s^2(1+s)^4}\,\frac1s=\frac{2(1+3s)}{s^3(1+s)^3}.
\end{equation}
Expand about $\bar X$ with the Lagrange remainder, $\xi_i$ lying between $X_i$ and $\bar X$:
\begin{equation}
g(X_i)=g(\bar X)+g'(\bar X)(X_i-\bar X)+\tfrac12g''(\xi_i)(X_i-\bar X)^2 .
\end{equation}
The definition of $\bar X$ gives $X_A-\bar X=\Delta_B(X_A-X_B)/\Delta$ and $X_B-\bar X=-\Delta_A(X_A-X_B)/\Delta$. Therefore
\begin{align}
\sum_i\Delta_i(X_i-\bar X)&=0,\nonumber\\
\sum_i\Delta_i(X_i-\bar X)^2&=\frac{\Delta_A\Delta_B^2+\Delta_B\Delta_A^2}{\Delta^2}(X_A-X_B)^2=m(X_A-X_B)^2 .
\label{var}
\end{align}
Multiplying the expansion by $\Delta_i$ and summing, the zeroth-order terms cancel in $\delta$, the linear terms vanish, and $\delta=-\tfrac12\sum_i\Delta_i\,g''(\xi_i)(X_i-\bar X)^2$. This is (\ref{main}), with $\overline{g''}$ the mean of $g''(\xi_i)$ under positive weights. Because $g''$ decreases,
\begin{equation}
-\tfrac12m\,g''(X_{\min})(X_A-X_B)^2\le\delta\le-\tfrac12m\,g''(X_{\max})(X_A-X_B)^2 ,
\label{bounds}
\end{equation}
and $g''(\bar X)$ in place of $\overline{g''}$ is the estimate to leading order in $X_A-X_B$. Sign, bounds and equality case are tested on random data with $E_c$ obtained by quadrature over $\lambda$.

The physical content is that SPL has one scale, $\lambda\sim1/X$, for the crossover from weak to strong correlation. The sum of two fragment curves has two scales, and the composite formula replaces them by the single scale $1/\bar X$, with $\bar X$ the $\Delta$-weighted mean of $X_A$ and $X_B$.

\emph{Weak limit.} Orders $\lambda^0$ and $\lambda^1$ of $W_\lambda$ are additive data. At order $\lambda^2$ the defect is $\tfrac32[\Delta\bar X^2-\sum_i\Delta_iX_i^2]$. Since $\sum_i\Delta_i(X_i-\bar X)^2=\sum_i\Delta_iX_i^2-\Delta\bar X^2$, (\ref{var}) turns it into $-\tfrac32m(X_A-X_B)^2\lambda^2$. Its integral, $-\tfrac12m(X_A-X_B)^2$, agrees with (\ref{main}) at $g''(0)=1$.

\emph{One-electron fragment.} There $V_{ee}=0$, $W_\lambda=-U$ for all $\lambda$, and $\Delta_B=D_B=0$. If the data add, the composite has the $\Delta$ and $D$ of $A$, and $\delta=0$. A one-electron fragment is spin-degenerate, so additivity is not covered by the argument above, and it fails for two hydrogen atoms in the singlet. With atomic orbitals $a,b$ the doubly occupied orbital is $o=(a+b)/\sqrt2$ and $(oo|oo)\to\tfrac12(aa|aa)=5/16$ Ha. Hence $W_0\to-5/16$ Ha against the fragment sum $-5/8$ Ha. The plan with one electron on each atom gives $W_\infty\le-5/8$ Ha in the limit, so $\Delta_{AB}\ge5/16$ Ha there, while $\Delta_A=\Delta_B=0$.

\emph{Closing gap.} If $D_B\to\infty$ at fixed $\Delta_B$, both $X_B$ and $\bar X$ diverge and $g\to-1$ for each, so $\delta\to-\Delta+\Delta_B-\Delta_Ag(X_A)=-\Delta_A[1+g(X_A)]$. Fragment $A$ is assigned its strong-coupling energy, however weakly correlated it is. This limit is tested numerically.

\section{Other interpolations}

For the general form (\ref{gen}), $E_c=\Delta\,g_\phi(X)$ with $g_\phi=\int_0^1\phi(X\lambda)\,d\lambda-1$. Additivity for all values of the data means $g_\phi(\omega X_A+(1-\omega)X_B)=\omega g_\phi(X_A)+(1-\omega)g_\phi(X_B)$ for all weights $\omega=\Delta_A/\Delta$, so $g_\phi$ would be affine. Its slope at zero is $\phi'(0)\int_0^1\lambda\,d\lambda=-\tfrac12$, and an affine function with this slope is unbounded. But a continuous $\phi$ with $\phi(\infty)=0$ is bounded, and so is $g_\phi$. No interpolation of this class is additive for all pairs. If $\phi''>0$, then $g_\phi''=\int_0^1\lambda^2\phi''(X\lambda)\,d\lambda>0$ and $\delta\le0$ as before. This covers the Liu--Burke form $\phi=\tfrac12[(1+\tfrac45z)^{-1/2}+(1+\tfrac45z)^{-2}]$ and the Pad\'e form $1/(1+z)$, both included in the tests of sign and equality; for a non-convex $\phi$ the sign is not fixed: $\phi=e^{-z-2z^2}$ satisfies (\ref{gen}) and has $\phi''(0)=-3$, so $g_\phi''(0)=-1$ and $\delta>0$ for small unequal $X$.

The size-consistency correction subtracts $\delta$, evaluated from isolated-fragment data, from the energy of the composite. Provided the data add, it cancels the error at dissociation by construction, requires a choice of fragments, and guarantees nothing at finite separation.

The derivation rests on additivity of the data, which is not established here for degenerate fragments, whose density in the separated composite need not be that used for the isolated species, for fractional electron numbers, and for optimal plans with fluctuating numbers.

\section{Worked examples}

\emph{Two spheres}, $R=1$ and $5$ bohr, each keeping two electrons. Here $\Delta=0.5+0.1=0.6$ Ha and $\bar X=2(0.454823)/0.6=1.51608$, which gives $E_c^{\rm SPL}(AB)=-0.201067$ Ha. Then
\begin{equation}
\delta=-0.201067+0.126737+0.052124=-0.022206\ {\rm Ha}=-13.9\ {\rm kcal/mol}.
\end{equation}
The exact sum is $-0.147219-0.060529=-0.207748$ Ha, so the composite value happens to lie closer to it than the SPL fragment sum, $-0.178861$ Ha. In this model the SPL fragment sum lies $0.028887$ Ha above the exact value, and $\delta$, being negative, cancels part of that error; the interaction energy, which must vanish, is still wrong by $\delta$.

\emph{Li$^+\cdots$B$^{3+}$ at infinite separation.} The densities are exchange-only Kohn--Sham densities, equal to Hartree--Fock for these singlets, in an even-tempered $15s8p5d3f$ basis. The occupied level of Li$^+$, $-2.7924$ Ha, lies below the lowest empty Kohn--Sham level of B$^{3+}$ in this basis, $-2.1517$ Ha, consistent with two electrons on each ion. In hartree:
\begin{align}
{\rm Li^+}:\ &W_\infty=0.891757-3.303365=-2.411608,\nonumber\\
&\Delta=-1.651683+2.411608=0.75993,\quad D=2(0.046615)=0.093230,\nonumber\\
&X=0.122683,\quad E_c=0.759926\,(-0.0548024)=-0.041646;\nonumber\\
{\rm B^{3+}}:\ &W_\infty=1.570621-5.804543=-4.233922,\nonumber\\
&\Delta=-2.902271+4.233922=1.331651,\quad D=2(0.046167)=0.092334,\nonumber\\
&X=0.069338,\quad E_c=1.331651\,(-0.0324550)=-0.043219.\nonumber
\end{align}
The ions are close to scaled copies: $D$ differs by $1\%$, and the ratio of the $\Delta$, $1.75$, is near that of the $U$, $1.76$. By (\ref{scal}) even exact scaled copies have different $X$ and count as unlike. For the pair,
\begin{equation}
\bar X=\frac{0.185564}{2.091577}=0.088719,\qquad E_c^{\rm SPL}(AB)=2.091577\,(-0.0408127)=-0.085363,
\end{equation}
against the fragment sum $-0.084864$ Ha; unrounded, $\delta=-4.98\times10^{-4}$ Ha $=-0.313$ kcal/mol, $0.6\%$ of the fragment sum. With $m=0.483824$ Ha and $X_A-X_B=0.053345$,
\begin{equation}
\tfrac12m(X_A-X_B)^2=\tfrac12(0.483824)(0.053345)^2=6.884\times10^{-4}\ {\rm Ha},
\end{equation}
one third of the magnitude of the $\lambda^2$ defect, $-2.0652\times10^{-3}$ Ha. Multiplying by $g''(\bar X)=0.73481$ gives the estimate $-5.06\times10^{-4}$ Ha, $1.5\%$ larger in magnitude than $\delta$. The values $0.78295$ and $0.66045$ give the bounds $-5.39\times10^{-4}$ and $-4.55\times10^{-4}$ Ha of (\ref{bounds}), which enclose it. The $\lambda^2$ term alone overshoots $\delta$ by $38\%$, because $g''$ has already dropped well below one at $X\approx0.1$. Removing the $f$ functions changes $\delta$ to $-4.82\times10^{-4}$ Ha, by $3\%$ of its value, and higher angular momenta are absent. At the basis-set limit $E_c^{\rm GL2}$ is $-0.04754$ Ha for Li$^+$ and $-0.04711$ Ha for B$^{3+}$, $2\%$ larger in magnitude than above, $X$ is $0.1251$ and $0.0708$, and $\delta=-5.15\times10^{-4}$ Ha, a further shift of $3\%$; $U$ moves by $10^{-5}$ Ha and the empty level of B$^{3+}$ to $-2.1522$ Ha. The digits above thus belong to the stated basis, and the result at this level of theory is a spurious binding of about $5\times10^{-4}$ Ha, or $0.3$ kcal/mol.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Spheres: D = -W0' = 0.454823 Ha (any R)
R=1 bohr: W0=-1.0000 Winf=-1.5000 Delta=0.5000 Ha, X=0.90965
  Ec exact=-0.147219 Ha, Ec SPL=-0.126737 Ha
  Winf': numeric 0.25000, 1/(4R^1.5) 0.25000, SPL 0.37070 Ha
R=5 bohr: W0=-0.2000 Winf=-0.3000 Delta=0.1000 Ha, X=4.54823
  Ec exact=-0.060529 Ha, Ec SPL=-0.052124 Ha
  Winf': numeric 0.02236, 1/(4R^1.5) 0.02236, SPL 0.03316 Ha
pair: X_AB=1.51608, Ec SPL=-0.201067 Ha
pair: delta=-0.022206 Ha = -13.93 kcal/mol
Li+ 7s3p: d<Vee>/dl=-0.0831500, 2*GL2=-0.0831500 Ha
Li+..B3+ 7s3p R=10 bohr: GL2 remainder=-1.0713e-08 Ha
Li+..B3+ 7s3p R=20 bohr: GL2 remainder=-1.6740e-10 Ha
decay exponent of GL2 remainder = 6.000
1D widths 1.0, 1.5 bohr: Cov(PA,PB)=2.02467 bohr^2
1D R=30 bohr: Winf remainder=-1.3869e-04, -w''Cov=-1.3593e-04 Ha
1D 20 points: LP minimum=0.8272511, cyclic map=0.8272511 Ha
1D R=60 bohr: Winf remainder=-1.7932e-05, -w''Cov=-1.7840e-05 Ha
Li+ 15s8p5d3f: E_HF=-7.236401 HOMO=-2.7924 LUMO=-0.5711 Ha
  U=3.303365 Ex=-1.651683 V_SCE=0.891757 Winf=-2.411608 Ha
  V_SCE by assignment=0.89180 Ha
  GL2=-0.046615 D=0.093230 Delta=0.759926 Ha
  X=0.122683 g=-0.0548024 Ec SPL=-0.041646 Ha
B3+ 15s8p5d3f: E_HF=-21.986191 HOMO=-9.5420 LUMO=-2.1517 Ha
  U=5.804543 Ex=-2.902271 V_SCE=1.570621 Winf=-4.233922 Ha
  V_SCE by assignment=1.57069 Ha
  GL2=-0.046167 D=0.092334 Delta=1.331651 Ha
  X=0.069338 g=-0.0324550 Ec SPL=-0.043219 Ha
pair: Delta=2.091577 D=0.185564 Ha, X_AB=0.088719 g=-0.0408127
pair: Ec SPL=-0.085363, fragment sum=-0.084864 Ha
m=0.483824 Ha, XA-XB=0.053345
g'': X_AB 0.73481, Xmin 0.78295, Xmax 0.66045
estimate=-5.0585e-04 Ha, bounds [-5.3899e-04, -4.5466e-04] Ha
l^2 defect of W = -2.0652e-03 Ha
delta=-4.9847e-04 Ha = -0.313 kcal/mol
without f: GL2=-0.045644, -0.045184 Ha, delta=-4.8153e-04 Ha
1 Ha = 627.509 kcal/mol
\end{verbatim}
